# Spin-pumping plateau of a tight-binding chain with a rotating end field

## Result

A chain has one orbital per site, hopping \(-w\), and an exchange field on its first site that turns slowly on a cone about \(z\). Before electrons return from the far end, the chain carries a steady spin current

\[
I_z=\frac{\hbar\omega}{4\pi}\sin^2\theta\,\langle{\rm Re}\,g\rangle,\qquad g=1-r_\uparrow r_\downarrow^* .
\]

Here \(\theta\) is the cone angle, \(\omega\) the angular frequency, and \(r_\uparrow,r_\downarrow\) are the reflection amplitudes for spin along and against the field. The brackets average over energy with weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. \(I_z\) is the flow of spin \(\hbar\sigma_z/2\) away from the magnet and has the unit of energy.

The electrons are independent and the chain is clean. In a finite chain the level spacing \(\Delta=\pi\hbar v/N\) must be small compared with \(2\pi^2kT\) or with \(\hbar\omega\); \(v\) is the Fermi speed in sites per time. At gigahertz frequencies a sharply filled chain of practical length shows a drift instead of a plateau. The orbitals therefore carry Fermi weights.

In the worked example the propagated plateau is \(1.369\times10^{-7}\) eV and the formula gives \(1.368\times10^{-7}\) eV.

## Model and measured current

For sites \(n=1,\dots,N\) and two-component amplitudes \(\psi_n\),

\[
i\hbar\dot\psi_n=-w(\psi_{n-1}+\psi_{n+1}),\qquad i\hbar\dot\psi_1=V\psi_1-w\psi_2,
\]

with \(V=u_0-J\,\mathbf m\cdot\boldsymbol\sigma\) and \(\mathbf m=(\sin\theta\cos\omega t,\sin\theta\sin\omega t,\cos\theta)\). The rotation starts at \(t=0\) from equilibrium with \(\mathbf m(0)\).

The hop from site \(b\) contributes \((iw/\hbar)\psi_b\) to \(\dot\psi_{b+1}\). It changes \(|\psi_{b+1}|^2\) at the rate \(2\,{\rm Re}[\psi_{b+1}^*(iw/\hbar)\psi_b]=(2w/\hbar)\,{\rm Im}(\psi_b^*\psi_{b+1})\), which is the particle current through bond \(b\). Each particle carries \(\pm\hbar/2\), so

\[
I_z=w\sum_j f_j\,{\rm Im}\left(\psi_{b\uparrow}^*\psi_{b+1,\uparrow}-\psi_{b\downarrow}^*\psi_{b+1,\downarrow}\right)_j ,
\]

where \(j\) labels orbitals and \(f_j\) is the initial Fermi weight.

## Mixing conductance of the end site

For a fixed field, spin along or against \(\mathbf m\) sees the end energy \(\varepsilon_{\uparrow,\downarrow}=u_0\mp J\). Take \(\psi_n=e^{-ikn}+r e^{ikn}\) with \(E=-2w\cos k\) and \(0<k<\pi\); the second term moves away from the magnet. Continued to \(n=0\), this wave obeys \(E\psi_1=-w\psi_0-w\psi_2\). The real equation is \(E\psi_1=\varepsilon\psi_1-w\psi_2\). Subtraction gives \(w\psi_0+\varepsilon\psi_1=0\), hence

\[
r_s=-\frac{w+\varepsilon_s e^{-ik}}{w+\varepsilon_s e^{ik}},\qquad |r_s|=1 .
\]

A bound state \(\psi_n\propto\kappa^n\) would need \(\kappa=-w/\varepsilon_s\) with \(|\kappa|<1\). It is absent for \(|\varepsilon_s|<w\), which is assumed.

Since \(|r_s|=1\), \({\rm Re}\,g=\tfrac12|r_\uparrow-r_\downarrow|^2\). Over a common denominator, the terms \(w^2\) and \(\varepsilon_\uparrow\varepsilon_\downarrow\) cancel in the numerator of the difference, which leaves magnitude \(2w|\varepsilon_\downarrow-\varepsilon_\uparrow|\sin k=4wJ\sin k\) for \(J>0\). With \(D_s=|w+\varepsilon_se^{ik}|^2=w^2+\varepsilon_s^2-\varepsilon_sE\),

\[
{\rm Re}\,g=\frac{8w^2J^2\sin^2k}{D_\uparrow D_\downarrow}.
\]

## From reflection to pumped current

Write \(\psi=e^{-i\omega t\sigma_z/2}\chi\). This removes the rotation of the field, and the time derivative of the prefactor adds a constant term:

\[
H_{\rm rot}=H(0)-\tfrac12\hbar\omega\sigma_z .
\]

A state of energy \(E\) in this frame has laboratory energies \(E_\uparrow=E+\hbar\omega/2\) and \(E_\downarrow=E-\hbar\omega/2\), now with spin labels along \(z\). Incoming electrons are filled according to laboratory energy. Let \(R(E)\) be the spin-flip probability, equal in both directions. A flip from down to up adds \(\hbar\) to the outgoing spin and the reverse flip removes \(\hbar\). Each spin channel brings \(dE/(2\pi\hbar)\) electrons per time, so

\[
I_z=\frac1{2\pi}\int dE\,R(E)\left[f(E-\tfrac{\hbar\omega}{2})-f(E+\tfrac{\hbar\omega}{2})\right].
\]

To find \(R\), note that an incoming wave of unit amplitude has \(\psi_2=e^{ik}\psi_1-2i\sin k\,e^{-ik}\). Put into the end equation, this gives \((E_s+we^{ik_s}-V)\psi_1=i\Gamma_se^{-ik_s}\) in the incoming channel, with \(\Gamma_s=2w\sin k_s\). If \(G\) is the inverse of the \(2\times2\) matrix on the left, the ratio of flipped outgoing flux to incoming flux is \(R=\Gamma_\uparrow\Gamma_\downarrow|G_{\uparrow\downarrow}|^2\).

For slow rotation the static reflection matrix \(\tfrac12(r_\uparrow+r_\downarrow)+\tfrac12(r_\uparrow-r_\downarrow)\mathbf m\cdot\boldsymbol\sigma\) suffices. Its off-diagonal element has magnitude \(\tfrac12|r_\uparrow-r_\downarrow|\sin\theta\), so \(R=\tfrac12\sin^2\theta\,{\rm Re}\,g\). The difference of Fermi functions becomes \(\hbar\omega(-\partial f/\partial E)\), and the stated result follows.

The first correction in frequency is simple for a small cone. To order \(\sin^2\theta\), \(R\) is proportional to \(A_\uparrow(E_\uparrow)A_\downarrow(E_\downarrow)\) with \(A_s=\Gamma_s/D_s\). The energy shifts are opposite, so the logarithmic derivatives of \(\Gamma\) cancel, and

\[
\frac{I_z}{I_z^{\rm slow}}\simeq1+\frac{\hbar\omega}{2}\left(\frac{\varepsilon_\uparrow}{D_\uparrow}-\frac{\varepsilon_\downarrow}{D_\downarrow}\right).
\]

## The propagation scheme

Let \(E_k\) be the levels of \(H(0)\), and let \(A\) be the \(2\times2N\) matrix of their amplitudes on the end site. Because \(H(0)\) is diagonal in spin along \(\mathbf m(0)\), two real tridiagonal problems supply all levels. An orbital has coefficients \(c\) in this basis. The Hamiltonian changes only by \(\Delta V=V(t)-V(0)\) on the end site.

With \(s=\Delta t/2\hbar\), the Crank–Nicolson step finds a midpoint vector \(\bar c\) and then the new vector:

\[
(1+isE+isA^\dagger\Delta V A)\bar c=c,\qquad c'=2\bar c-c .
\]

Set \(D=(1+isE)^{-1}\), which is diagonal, and \(q=A\bar c\). Then \(\bar c=D(c-isA^\dagger\Delta V q)\). Multiplying by \(A\) closes the system in two unknowns:

\[
(1+isK\Delta V)\,q=ADc,\qquad K=ADA^\dagger .
\]

```
solve the two tridiagonal chains (end energies u0-J, u0+J)
keep M orbitals with Fermi weight above a threshold
C = unit columns for the kept orbitals         # 2N x M
D = 1/(1 + i s E);  K = A D A^dagger
for each time step:
    dV = V(midpoint) - V(0)
    q  = solve(1 + i s K dV, A D C)            # 2 x M
    C  = (2D - 1) C - 2 D A^dagger (i s dV q)
    at recording times:
        form amplitudes on sites b and b+1
        sum the bond currents with Fermi weights
```

**Cost.** One step takes of order \(2NM\) operations, against \((2N)^2M\) for a dense propagator. A banded Crank–Nicolson solve in the site basis is also of order \(NM\), so the eigenbasis form gains only a constant factor over it. Since \(M\) and the return time both grow as \(N\), a run up to the first return scales as \(N^3\) at fixed \(\Delta t\). Storage is dominated by \(C\); of the eigenvectors, the rows on the end site and at the measured bonds suffice.

**Stability.** The step is a Cayley transform of a Hermitian matrix, so it is unitary for any \(\Delta t\). If the field stands still, \(\Delta V=0\) and every starting orbital acquires a phase alone. The small pumped signal is therefore not covered by a spurious current from an imperfect starting state.

**Time-step error.** A state of energy \(E\) advances in phase by \(2\arctan(sE)\) per step. In the discrete continuity equation the conserved bond current is built from \(\bar c\). For a stationary wave, \(|\bar c|^2=|c|^2/(1+s^2E^2)\), so a current recorded from \(c\) is too large by the factor \(1+s^2E^2\). Recording it from \(\bar c\) removes this error.

## Worked example

The parameters are round: \(w=1\) eV, \(u_0=0.2\) eV, \(J=0.6\) eV, and Fermi energy \(E_F=-0.5\) eV from the band centre. The chain has 240 sites spaced by 0.25 nm. The field turns at 10 GHz on a 10° cone, and the temperature is 300 K.

The end energies are \(-0.4\) and \(0.8\) eV, both below \(w\) in magnitude. At the Fermi energy \(\cos k=0.25\) and \(\sin^2k=0.9375\), while \(D_\uparrow=0.96\) and \(D_\downarrow=2.04\) eV². Thus

\[
{\rm Re}\,g=\frac{8(0.36)(0.9375)}{(0.96)(2.04)}=1.379 .
\]

The thermal average is 1.3783, so temperature hardly matters for \(g\) here. With \(\hbar\omega=4.136\times10^{-5}\) eV and \(\sin^2\theta=0.03015\),

\[
I_z=\frac{(4.136\times10^{-5})(0.03015)(1.3783)}{4\pi}\ {\rm eV}=1.368\times10^{-7}\ {\rm eV}.
\]

This is \(0.0208\,\hbar\) per turn, or 67 pA when expressed as \(2eI_z/\hbar\).

The run propagates 256 orbitals, 201 of them below the Fermi energy. At bond 5 the current reaches 97% of the prediction at 3.3 fs. Between 39.5 and 131.6 fs its mean is 1.0006 times the prediction, with a relative ripple of \(2\times10^{-5}\). Bonds 5 and 40 agree to the printed digits. They should: in the rotating frame the steady \(z\) spin density is constant, so no \(z\) spin collects between two bonds.

The excess of \(6\times10^{-4}\) is the time-step error. With \(\Delta t=0.0658\) fs and \(\hbar=0.658\) eV fs, \(s|E_F|=0.025\) and \(s^2E_F^2=6\times10^{-4}\). A separate solution for the density matrix in the rotating frame, without time steps, differs from the run by at most \(7\times10^{-4}\) of the plateau in this window.

Two further tests vary one setting each. With a 60° cone, the rotating-frame solution gives 0.99999 times the prediction. With faster rotation at 10°, it gives 0.961, 0.809 and 0.629 times the slow result for \(\hbar\omega=0.1\), 0.5 and 1.0 eV, in agreement with the spin-flip integral. The linear correction is \(\tfrac12(-0.417-0.392)=-0.40\) per eV, which predicts 0.960 at 0.1 eV. At 10 GHz it amounts to about \(2\times10^{-5}\).

## Failure mode: the return from the far end

Reflection multiplies the spin off-diagonal element of the density matrix by \(r_\uparrow r_\downarrow^*=e^{i\phi}\). This turns the part of a spin vector perpendicular to \(\mathbf m\) by \(-\phi\) about \(\mathbf m\). An incoming spin accumulation \(\boldsymbol\mu\), in energy units, carries spin current \(\boldsymbol\mu/4\pi\). Outgoing minus incoming current is therefore

\[
\mathbf I=\frac1{4\pi}\left[(\cos\phi-1)\boldsymbol\mu_\perp-\sin\phi\,\mathbf m\times\boldsymbol\mu\right].
\]

In the rotating frame the unpolarized chain acts as \(\boldsymbol\mu=-\hbar\omega\hat{\mathbf z}\), whose perpendicular part is \(-\hbar\,\mathbf m\times\dot{\mathbf m}\). Insertion gives the travelling current

\[
\mathbf P=\frac{\hbar}{4\pi}\left[{\rm Re}\,g\,\mathbf m\times\dot{\mathbf m}+{\rm Im}\,g\,\dot{\mathbf m}\right],\qquad {\rm Im}\,g=-\sin\phi .
\]

Its \(z\) component is the earlier result, since \(\dot m_z=0\). The formula describes the current some tens of sites away from the magnet. Closer in, the component along \(\dot{\mathbf m}\) differs, because the spin density near the magnet turns with \(\mathbf m\).

After one round trip \(\mathbf P\) comes back and is reflected again. Represent a turn by \(-\phi\) as multiplication by \(e^{-i\phi}\). The first net current is \((e^{-i\phi}-1)\boldsymbol\mu_\perp/4\pi\). The return adds \((e^{-i\phi}-1)\) times this, so the sum is \((e^{-i\phi}-1)e^{-i\phi}\boldsymbol\mu_\perp/4\pi\). The part that contributes to \(I_z\) changes from \(1-\cos\phi\) to

\[
\cos\phi-\cos2\phi=(1-\cos\phi)(1+2\cos\phi)={\rm Re}\,g\,(3-2\,{\rm Re}\,g).
\]

The thermal average predicts a second plateau at 0.243 of the first. The run gives 0.224.

The difference comes from the motion of \(\mathbf m\) during the round-trip time \(T\). The returning vector is \(\mathbf P(t-T)\simeq\mathbf P-\omega T\hat{\mathbf z}\times\mathbf P\). Let \(\hat{\boldsymbol\rho}\) point along the in-plane part of \(\mathbf m\), and let \(\hat{\boldsymbol\tau}=\hat{\mathbf z}\times\hat{\boldsymbol\rho}\). The change in the returning vector is

\[
\delta\mathbf P=\omega T\,\frac{\hbar\omega\sin\theta}{4\pi}\left({\rm Re}\,g\cos\theta\,\hat{\boldsymbol\tau}+{\rm Im}\,g\,\hat{\boldsymbol\rho}\right).
\]

Apply the reflection rule to \(\delta\mathbf P\), using \((\delta P_\perp)_z=-\sin\theta\cos\theta\,\delta P_\rho\) and \((\mathbf m\times\delta\mathbf P)_z=\sin\theta\,\delta P_\tau\). The two terms are equal and together change the plateau ratio by \(-2\omega T\sin\phi\cos\theta\). With \(T=163.2\) fs, \(\omega T=0.01025\) and \(\sin\phi=0.9255\), this is \(-0.019\). The corrected ratio is 0.224, as found.

The reading window must close before this return. Electrons at the band centre are the fastest, with \(2w/\hbar\) sites per time, and reach bond \(b\) again after about \((2N-b)\hbar/2w\). This is 156 fs at bond 5 and 145 fs at bond 40. Their front has a finite width, so the window should close several femtoseconds earlier.

## Failure mode: sharp filling

If every level below \(E_F\) is full and every other level empty, the two spin ladders have different mid-gap energies. Their difference \(\mu_s=\mu_\uparrow-\mu_\downarrow\) acts as an accumulation \(\mu_s\mathbf m(0)\). For \(\omega t\ll1\), \(\mathbf m(0)\simeq\mathbf m-t\dot{\mathbf m}\), so \(\boldsymbol\mu_\perp=-\mu_st\dot{\mathbf m}\). The reflection rule then adds a term along \(\mathbf m\times\dot{\mathbf m}\):

\[
I_z=\frac{\hbar\omega\sin^2\theta}{4\pi}\left[{\rm Re}\,g+\frac{\mu_st}{\hbar}\sin\phi\right].
\]

In the example \(\mu_s=0.0174\) eV. The bracket should grow by 0.0245 per fs; the fitted slope is 0.0243 per fs. The current at 131.6 fs is 3.3 times the adiabatic value.

A moderately longer chain does not help: \(\mu_s\) is a fraction of \(\Delta\propto1/N\), but the time before return grows as \(N\). The fraction depends on where the levels lie about \(E_F\), and it can change sign with \(N\). It is 0.69 for 240 sites and \(-0.31\) for 241, where the current falls instead of rising. The drift becomes unimportant once \(\Delta\ll\hbar\omega\), because the accumulation is then small beside the pumping term. At 10 GHz, \(\Delta=\hbar\omega\) already requires about \(1.5\times10^5\) sites.

Fermi weights are the cheaper cure. For equally spaced levels, the leading oscillation of the filling with level position is reduced by \(X/\sinh X\), with \(X=2\pi^2kT/\Delta\); this is the Fourier transform of \(-\partial f/\partial E\) at the period \(\Delta\). Here \(kT=0.0259\) eV and \(\Delta=0.0253\) eV, so \(X\simeq20\) and the factor is about \(7\times10^{-8}\). A wide margin is needed, because the accumulation enters multiplied by the elapsed time: at the end of the window the same chain lies 22% above the prediction for \(X=4\) (60 K), 2% for \(X=7\) (104 K) and 0.1% for \(X=10\) (149 K).

## Relation to a real interface

The frequency and temperature suit a metallic ferromagnet on copper, though a 10° cone is large for ordinary resonance experiments. The chain's Fermi speed, 0.74 nm/fs, is below that of copper, at about half the free-electron value. The assumption of ballistic motion is broken. For a rough mean free path of 40 nm, 52% of the electrons have scattered by the start of the window and 91% by its end. At the free-electron speed of copper, 1.57 nm/fs, these fractions would be 79% and 99%; at about 1.1 nm/fs, closer to the average over copper's real Fermi surface, they would be 67% and 97%. Scattered spins can return early. Their effect is not computed here, but a complete return in the clean chain removes 78% of the current, so the change may be large. Spin flips matter less. With a spin diffusion length \(\lambda\), a mean free path \(\ell\) and a diffusion constant \(v\ell/3\), the relation \(\lambda^2=v\ell\tau/3\) gives a spin-relaxation path \(v\tau=3\lambda^2/\ell\). For a rough \(\lambda\) of 300 nm this is 6750 nm, so about 1.4% of the spin has relaxed by the end at the chain's speed, or 3% at 1.57 nm/fs.

A real contact also has many transverse channels. For a cubic lead with the same parameters and conserved transverse momentum, \({\rm Re}\,g\) is 0.82 per cell, or 13 nm⁻², instead of 1.38 for the single chain. Exchange between conduction electrons, with a rough integral of 0.7 eV, would enhance the uniform spin response of the single chain by about 13%. This follows from the factor \(1/(1-In)\), where \(I\) is the integral and \(n=1/(\pi\hbar v)\) is the chain's density of states per site and spin; it is a scale for the neglected interaction, not a correction to \(I_z\). Finally, the field is prescribed. A free one-site magnet of spin \(\hbar\) would have damping of roughly \({\rm Re}\,g/4\pi=0.11\), which would change its cone angle by a relative amount of about \(10^{-3}\) by the end of the window. This estimate leaves out the torque from \({\rm Im}\,g\) and the electron spin that turns with the magnet; for so small a spin they alter the damping by about a tenth. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
hopping 1.0 eV, end shift 0.2 eV, exchange 0.6 eV
Fermi energy -0.5 eV, sites 240, spacing 0.25 nm
chain length 60.0 nm
temperature 300 K, kT 0.02585 eV
frequency 10 GHz, quantum 4.1357e-05 eV
cone angle 10 deg, sin^2 0.03015
level spacing at Fermi energy 0.0253 eV
Fermi speed 0.7355 nm/fs
first return to the magnet 163.2 fs
phase of r_up -2.3288 rad
phase of r_dn 1.9952 rad
g at Fermi energy: Re 1.3787, Im -0.9255
thermal mean of Re g 1.3783
orbitals propagated 256, below Fermi energy 201
time step 0.0658 fs, steps 4400
largest orthonormality error 2.8e-12
plateau window 39.5 to 131.6 fs
predicted spin current 1.3678e-07 eV
plateau at bond 5  1.3687e-07 eV
plateau at bond 40 1.3687e-07 eV
plateau / prediction 1.00061
relative ripple in window 2.2e-05
spin pumped per turn 0.02079 hbar
equivalent charge current 2e I/hbar 66.63 pA
t    1.3 fs: current/prediction: warm 0.0385, sharp 0.0396
t    3.3 fs: current/prediction: warm 0.9732, sharp 1.0089
t    6.6 fs: current/prediction: warm 1.0001, sharp 1.0945
t   13.2 fs: current/prediction: warm 0.9985, sharp 1.2089
t   39.5 fs: current/prediction: warm 1.0006, sharp 1.6773
t   79.0 fs: current/prediction: warm 1.0006, sharp 2.3742
t  131.6 fs: current/prediction: warm 1.0006, sharp 3.2996
t  158.0 fs: current/prediction: warm 1.0439, sharp 3.8251
t  171.1 fs: current/prediction: warm 0.1844, sharp 2.8500
t  197.5 fs: current/prediction: warm 0.2279, sharp 2.0616
t  263.3 fs: current/prediction: warm 0.2224, sharp -0.0038
step error / plateau: window 6.9e-04, whole run 1.4e-02
second window 190.9 to 289.6 fs
second/first plateau: run 0.2242, theory 0.2430
sharp filling: mid-gap difference up-down 0.01739 eV
sharp drift of 4 pi I/(h_omega sin^2): run 0.02427, theory 0.02445 per fs
60 deg cone: current / prediction 0.99999
quantum 0.1 eV: current/adiabatic: chain 0.9605, flip formula 0.9605
quantum 0.5 eV: current/adiabatic: chain 0.8088, flip formula 0.8088
quantum 1.0 eV: current/adiabatic: chain 0.6290, flip formula 0.6290
rough inputs: free path 40 nm, spin diffusion length 300 nm
rough inputs: site spin 1 hbar, exchange integral 0.7 eV
path at window start 29.0 nm, end 96.8 nm
scattered by then: start 0.52, end 0.91
spin-flip path 6750 nm, flipped by end 0.0142
damping of a one-site magnet 0.1097
relative cone loss by window end 9.1e-04
exchange enhancement of spin response 0.130
cubic lead: open channels per cell 0.6247
cubic lead: Re g per cell 0.8156, per area 13.05 nm^-2
```
